Poisson vibrational lines from vertical transitions between equal, displaced harmonic wells

When a carbon film grows from a hydrocarbon gas on a hot metal, the surface carries fragments that still hold hydrogen. Carbon 1s photoemission can follow them: an X-ray photon removes a core electron from carbon, and the energy of the emitted electron is measured. Removing the core electron changes the equilibrium length of the C–H bond. The nuclei do not have time to adjust during the electronic transition, so the bond is left with the wrong length for its new potential, and it vibrates. The energy it keeps is missing from the photoelectron. One electronic transition therefore gives several lines, spaced by the vibrational quantum. How is the intensity shared among them, and what does the sharing say about the change in bond length?

**The model and its assumptions**

Let x be the bond length measured from its initial equilibrium value, and μ the reduced mass of the vibration. Before and after the transition the potentials are

V_i(x) = ½μω²x²

V_f(x) = T + ½μω²(x − d)².

The wells have the same angular frequency ω. The new minimum lies at x = d, with d negative for a contraction, and T is the energy difference between the minima. The natural length of the oscillator is x₀, with

x₀² = ħ/(μω).

In the Born–Oppenheimer approximation each state is a product of an electronic and a vibrational factor. The golden rule then contains the matrix element ⟨n_f|M(x)|0_i⟩, where M(x) is the electronic transition amplitude, |0_i⟩ the ground state of the initial well and |n_f⟩ the state with n quanta in the final well. The Condon approximation replaces M(x) by a constant M. This is the precise content of "vertical": the transition leaves the nuclear wavefunction unchanged. If the remaining electronic factors also hardly vary over the few lines concerned, they cancel on normalisation, and the fraction of the intensity with n final quanta is

P_n = |c_n|², c_n = ⟨n_f|0_i⟩.

The final vibrational states form a complete set, so the P_n add up to 1. The result to be derived is

P_n = e^(−S) Sⁿ/n!, S = d²/(2x₀²) = μωd²/(2ħ).

This is a Poisson distribution, and S is called the Huang–Rhys factor.

**First derivation: ladder operators**

For the initial well define

a = (x/x₀ + x₀ d/dx)/√2, a† = (x/x₀ − x₀ d/dx)/√2.

(The d in d/dx is the derivative sign, not the displacement.) Since (d/dx)x − x(d/dx) = 1, the commutator is aa† − a†a = 1. Multiplying out gives

a†a = ½(x²/x₀² − x₀² d²/dx² − 1).

Because ħω/x₀² = μω² and ħωx₀² = ħ²/μ, the initial Hamiltonian is H_i = ħω(a†a + ½). Its ground state has ⟨a†a⟩ = 0. That number is the squared norm of a|0_i⟩, so

a|0_i⟩ = 0.

The final well is the same well moved by d. Its lowering operator b follows from a by replacing x with x − d. The derivative does not change, and therefore

b = a − α, α = d/(√2 x₀).

Equal frequency enters here. With two different frequencies the two oscillator lengths would differ, and b would contain a† as well as a.

Acting on the initial ground state,

b|0_i⟩ = a|0_i⟩ − α|0_i⟩ = −α|0_i⟩.

We also need the action of b† on the final states. From bb† = b†b + 1,

b†b(b†|n_f⟩) = b†(b†b + 1)|n_f⟩ = (n + 1)b†|n_f⟩.

So b†|n_f⟩ is proportional to the state with n + 1 quanta. Its squared norm is ⟨n_f|bb†|n_f⟩ = n + 1. Choosing phases so that the factor is positive,

b†|n_f⟩ = √(n+1) |(n+1)_f⟩, and hence ⟨n_f|b = √(n+1) ⟨(n+1)_f|.

Now evaluate ⟨n_f|b|0_i⟩ twice, with b acting to the left and to the right:

√(n+1) c_(n+1) = −α c_n.

Repeated use from n = 0 gives

c_n = c₀(−α)ⁿ/√(n!).

Completeness fixes the remaining constant:

1 = Σ_n |c_n|² = |c₀|² Σ_n α²ⁿ/n! = |c₀|² e^(α²).

Thus |c₀|² = e^(−α²), and with S = α² the probabilities are P_n = e^(−S)Sⁿ/n!.

**Second derivation: one Gaussian integral**

The overlaps can also be computed directly from the wavefunctions. Define Hermite polynomials by H_n(v) = (−1)ⁿ e^(v²) dⁿ/dvⁿ e^(−v²). The Taylor expansion of e^(−(v−t)²) in t, multiplied by e^(v²), gives

K(v,t) = e^(2vt − t²) = Σ_n H_n(v) tⁿ/n!.

Direct differentiation shows that

∂²K/∂v² − 2v ∂K/∂v + 2t ∂K/∂t = [4t² − 4vt + 2t(2v − 2t)]K = 0.

The coefficient of tⁿ in this identity is H_n″ − 2vH_n′ + 2nH_n = 0. For φ = H_n e^(−v²/2) it follows that

−½φ″ + ½v²φ = ½(−H_n″ + 2vH_n′ + H_n)e^(−v²/2) = (n + ½)φ,

so φ is the oscillator state with n quanta. For its norm, use

∫ e^(−v²) K(v,s) K(v,t) dv = √π e^(2st).

Comparing coefficients of sⁿtⁿ gives ∫ H_n² e^(−v²) dv = √π 2ⁿ n!.

Set u = x/x₀ and δ = d/x₀. The normalised states are

initial: π^(−1/4) e^(−u²/2)

final: H_n(u−δ) e^(−(u−δ)²/2)/√(2ⁿ n! √π).

Write c_n = I_n/√(2ⁿ n!), where I_n is the integral that contains H_n:

I_n = π^(−1/2) ∫ H_n(u−δ) e^(−u²/2 − (u−δ)²/2) du.

Replacing H_n by the generating function K collects all these integrals in one:

G(t) = Σ_n I_n tⁿ/n! = π^(−1/2) ∫ e^(−u²/2 − (u−δ)²/2 + 2(u−δ)t − t²) du.

The Gaussian decay allows differentiation with respect to t under the integral, which is how each I_n is extracted. The exponent is

−u² + u(δ + 2t) − δ²/2 − 2δt − t²
= −(u − δ/2 − t)² + (δ/2 + t)² − δ²/2 − 2δt − t²
= −(u − δ/2 − t)² − δ²/4 − δt.

The terms in t² have cancelled. The integral over u gives √π, so

G(t) = e^(−δ²/4) e^(−δt), I_n = e^(−δ²/4)(−δ)ⁿ.

Therefore

c_n = e^(−δ²/4) (−δ/√2)ⁿ/√(n!).

Since δ/√2 = α and δ²/2 = S, squaring gives the same Poisson law. The sign (−1)ⁿ agrees with the first derivation and disappears from the probabilities.

**What the distribution says**

The ratio of neighbouring lines is

P_(n+1)/P_n = S/(n + 1).

Lines grow as long as n + 1 < S, so the strongest line lies at the integer part of S. If S is a positive integer, the lines S − 1 and S are equally strong. Diagonalising both wells on a grid for S = 8 gives P₇ = P₈ = 0.1396. For S much smaller than 1, P₀ ≈ 1 − S and P₁ ≈ S. At S = 0 the wells coincide and only n = 0 survives.

Because nP_n = S P_(n−1), the mean of n is S. Likewise n(n−1)P_n = S²P_(n−2), so the variance is S² + S − S² = S. The mean vibrational energy above the final ground level is

Sħω = ½μω²d² = V_f(0) − T.

This is the relaxation energy: the height of the final potential, above its minimum, at the old bond length. The zero-point energies of the wells are equal, so line n lies at T + nħω, and the mean line energy is the classical vertical gap T + ½μω²d². A vertical transition does not select this energy. It fixes the mean of a set of lines.

The spread of the lines also has a simple reading. Their standard deviation is

ħω√S = μω²|d| · x₀/√2,

which is the slope of the final potential at x = 0 times the root-mean-square position spread of the initial state. For large S the envelope becomes Gaussian. To see this, put z = (n − S)/√S. The average of e^(iθz) is

exp[S(e^(iθ/√S) − 1) − iθ√S] → e^(−θ²/2),

because the term linear in θ cancels and the terms beyond θ² vanish as S grows.

**What each derivation assumes**

Both derivations need the Born–Oppenheimer and Condon approximations, harmonic wells and an initial ground state. They use the remaining assumptions differently.

The first needs no excited wavefunction. It uses equal frequency at the start, in b = a − α, and takes the size of c₀ from completeness. Its strength is that other initial states can be treated by algebra. For one initial quantum, |1_i⟩ = a†|0_i⟩ and a† = b† + α, so

⟨n_f|1_i⟩ = √n c_(n−1) + αc_n = c_n(α − n/α),

where the recurrence supplied c_(n−1) = −√n c_n/α, for α ≠ 0. Hence

P(1→n) = P_n (n − S)²/S.

This is not a Poisson distribution. For S = 8 it vanishes at n = 8, where the ground-state start has one of its two maxima. The ground-state condition is therefore essential.

The second derivation needs the explicit wavefunctions, but it delivers c₀ without completeness, and it does not need equal frequencies. Let the initial frequency be ω_i and the final one ω_f, with r = ω_i/ω_f, and measure u and δ in units of the final oscillator length. The initial state becomes (r/π)^(1/4) e^(−ru²/2). The exponent in G(t) is now

−½(1+r)u² + u(δ + 2t) − δ²/2 − 2δt − t².

Completing the square adds (δ + 2t)²/[2(1+r)], and the result is

G(t) = r^(1/4) √(2/(1+r)) exp[−rδ²/(2(1+r)) − 2rδt/(1+r) + κt²],

κ = (1−r)/(1+r) = (ω_f − ω_i)/(ω_f + ω_i).

The term κt² destroys the Poisson law. With d = 0 it alone generates quanta, and in pairs: the odd lines vanish, while

P₀ = 2√(ω_iω_f)/(ω_i + ω_f), P₂ = ½κ²P₀.

With d ≠ 0 the first two coefficients of G give c₁/c₀ = −√2 rδ/(1+r), and so

P₁/P₀ = S[2ω_i/(ω_i + ω_f)]²,

where S is computed with the final frequency.

**A C–H bond on a hot surface**

Take a C–H stretch with a quantum of 0.40 eV in both wells and a contraction of 0.006 nm on core ionisation. These are rough, round model values. The reduced mass is

μ = 12.000 × 1.008/13.008 = 0.9299 u,

for which ħ²/μ = 4.495×10⁻⁵ eV nm². Since x₀² = (ħ²/μ)/(ħω),

x₀² = 4.495×10⁻⁵/0.40 = 1.124×10⁻⁴ nm², x₀ = 0.0106 nm

S = (0.006)²/(2 × 1.124×10⁻⁴) = 0.160.

The intensities are P₀ = e^(−0.160) = 0.852, P₁ = 0.136 and P₂ = 0.011. Diagonalising the two wells on a grid gives the same values. The relaxation energy is 0.160 × 0.40 = 0.064 eV. No C–H line lies at this mean energy: the lines are at 0, 0.40 and 0.80 eV above the first.

Read in reverse, the ratio of the first two lines gives the size of the displacement,

|d| = x₀√(2P₁/P₀),

but not its sign. A relative error in the ratio gives about half that relative error in |d|. The formula is for a fragment with one C–H bond. If a fragment has m equivalent bonds that vibrate independently and all change by d, their quanta add up to a Poisson distribution with mean mS. The ratio P₁/P₀ is then mS and must be divided by m before |d| is read from it. Bonds that share a carbon atom are coupled through its motion, so for them this rule is only approximate.

**How far a real surface departs from the model**

A C–H stretching quantum near 0.4 eV is of the right size for hydrocarbon groups, and a temperature of 1000 K is roughly that of hot carbon growth on metals. Hydrogen-bearing fragments may be short-lived at such a temperature; it is used here to make the thermal correction large. Each effect below is added separately to the ideal model, with the other settings held fixed, and compared with the ideal ratio P₁/P₀ = 0.160.

- Unequal frequencies: an initial quantum of 0.37 eV with the final one kept at 0.40 eV gives 0.160 × (0.74/0.77)² = 0.148. The ideal formula would then return |d| = 0.0058 nm, about 4% too small. The error grows with the frequency change, since the inferred |d| carries the factor 2ω_i/(ω_i + ω_f): an initial quantum of 0.35 eV makes it 7% too small, and one of 0.33 eV about 10%. The pair term does not enter P₁/P₀, and with d = 0 it gives only P₂ = 0.0008. At the contraction used here, however, its amplitude adds to that of the displacement: the coefficient of t² in G gives P₂/P₀ = ½(P₁/P₀ + κ)², which is 0.017 instead of the 0.011 found without κ. The second side line is therefore a poor measure of |d|.
- Anharmonicity: two equal Morse wells 4.0 eV deep, with the same harmonic frequency as before, give 0.168 for the contraction. An elongation of the same size gives 0.131. The sign of d now matters. With x₀ taken from the harmonic quantum of 0.40 eV, the inferred |d| is 2.5% too large for the contraction and about 10% too small for the elongation. The first two lines are, however, only 0.38 eV apart in these wells. If x₀ is taken from that observed spacing, the errors become about 5% too large and 7% too small.
- Attachment of carbon: if the surface held the carbon atom rigidly, the moving mass would be that of hydrogen, and at fixed quantum S would rise to 0.174.
- Temperature: at 1000 K, k_BT = 0.086 eV and about 1% of the bonds start with the stretch excited. The line with one net quantum gained, relative to the line with none, becomes 0.162.

Recoil can be treated by the first derivation. The emitted electron takes momentum from the carbon atom, which multiplies the vibrational state by e^(iqx). For emission along the bond, the carbon atom's share of the relative coordinate gives q = k m_H/(m_C + m_H), where k is the electron wavenumber. The derivative in a acts on the phase and adds iqx₀/√2, so the eigenvalue of b becomes −α + iqx₀/√2. The recurrence is otherwise unchanged. The law remains Poisson, with

S → S + q²x₀²/2.

At an electron energy of 100 eV, q = 3.97 nm⁻¹ and the addition is 0.0009, which is below 1% of S. The addition is proportional to the electron energy: at 1200 eV it is about 7% of S.

Two further effects blur the lines. The core hole has a finite lifetime. For Lorentzian lines with a rough full width of 0.10 eV, the tail of the main line at the position of the first side line is 0.096 of that side line's own peak. Reading peak heights without fitting the line shapes would thus raise the ratio by about 10% for pure Lorentzian lines. Further broadening lowers the peaks but not the tail, and with the soft-mode width sized next, taken as Gaussian, the excess is 12 to 14%.

The second is the soft carbon–metal vibration, for which the ground-state assumption fails. To size it, let |i⟩ be an initial state of this mode, with energy E_i. Then (H_f − E_i)|i⟩ = (H_f − H_i)|i⟩, and

H_f − H_i = T + ½μω²d² − μω²d x.

The variance of the line energy is therefore (μω²d)²⟨x²⟩. In thermal equilibrium ⟨x²⟩ = x₀²(n̄ + ½), because half the oscillator energy is potential; n̄ is the mean number of initial quanta. With μω²x₀ = ħω/x₀,

variance = (ħω)² S(2n̄ + 1).

Take a rough quantum of 0.06 eV, a shift of 0.003 nm and the whole C–H group moving against a rigid metal. Then S = 0.084, n̄ = 0.994 at 1000 K, and the standard deviation is 0.06 × √(0.084 × 2.99) = 0.030 eV. Recoil matters more here than for the stretch, because the whole group takes the full electron momentum, so that q = k. For emission along the surface normal at 100 eV it adds 0.070 to S and raises the standard deviation to 0.041 eV. This broadens each C–H line but is still small beside the 0.40 eV spacing. At 1200 eV the standard deviation reaches 0.10 eV, which is no longer small.

Other vibrations, electron–hole pairs in the metal and the variation of M with bond length are not included. With these model values, and with the overlap of the lines removed by fitting, each effect sized here, taken alone, changes the inferred C–H contraction by at most about 5%. This is a property of the chosen values and not a general bound: a larger change of frequency on ionisation exceeds it. Several acting together can add up to more. The numerical output lists the values used.

Table of computed values

```
Strong-coupling check, S = 8.0
  grid P7, P8 = 0.139587, 0.139587
  from one initial quantum, P(1->8) = 0.000000
  mean and variance of n = 8.000000, 8.000000
Example inputs (rough model values)
  stretch quantum = 0.40 eV
  bond contraction = 0.006 nm
  masses C, H = 12.000, 1.008 u
  surface temperature = 1000 K
  photoelectron energy = 100 eV
Example results
  reduced mass = 0.9299 u
  hbar^2/mu = 4.4953e-05 eV nm^2
  oscillator length x0 = 0.01060 nm
  Huang-Rhys factor S = 0.1602
  relaxation energy S*quantum = 0.0641 eV
  P0: grid 0.852002, Poisson 0.852002
  P1: grid 0.136462, Poisson 0.136462
  P2: grid 0.010928, Poisson 0.010928
  P3: grid 0.000583, Poisson 0.000583
Neglected effects, read through the ideal Poisson law
  ideal model: P1/P0 = 0.1602, inferred |d| = 0.00600 nm
  softer initial quantum = 0.37 eV
  softer initial bond: P1/P0 = 0.1479, inferred |d| = 0.00577 nm
  same two quanta, d = 0: P1 = 0.000000, P2 = 0.000758
  Morse depth = 4.0 eV, 0-1 spacing = 0.3800 eV
  Morse, contraction: P1/P0 = 0.1684, inferred |d| = 0.00615 nm
  Morse, elongation: P1/P0 = 0.1307, inferred |d| = 0.00542 nm
  kT = 0.0862 eV, excited fraction = 0.00964
  thermal stretch: P1/P0 = 0.1617, inferred |d| = 0.00603 nm
  hot line (-1)/(0) ratio = 0.00156
  recoil kick q = 3.970 1/nm, added S = 0.00089
  with recoil: P1/P0 = 0.1611, inferred |d| = 0.00602 nm
  rigid carbon: P1/P0 = 0.1736, inferred |d| = 0.00625 nm
  core-hole full width = 0.10 eV
  main-line tail / first-line peak = 0.0961
  C-metal quantum = 0.06 eV
  C-metal shift = 0.003 nm, S = 0.0840
  C-metal mean initial quanta = 0.994
  C-metal broadening (standard dev.) = 0.0301 eV
```
